**Monatomic gas solubility in glass: oscillator-site model**

The program tests the isotherm n = N_s Kp/(1+Kp), with K = λ³q/(kT) and q = exp(E_b/kT)/[2 sinh(hν/2kT)]³. Here n is the dissolved density, N_s the site density, p the pressure, T the temperature, k Boltzmann's constant, h Planck's constant, λ the thermal wavelength, ν the vibrational frequency and E_b the depth of the well bottom below vacuum. It asserts that the free-atom and oscillator partition functions agree with a sum over box states and a grid diagonalization, and that the isotherm agrees with a canonical sum over all divisions of atoms between gas and sites. Further assertions compare the classical limit with spatial quadrature, the heat released with a numerical slope, and the temperature of minimum solubility with direct minimization. The disorder factor is tested against an average of the full isotherm, and the cosine-well spectrum against its classical limit with the first quantum correction. For helium in silica glass with rough typical parameters, the ratio of dissolved to gas density is 0.022 at 300 K and 0.0093 at 900 K. The output also shows that a site-energy spread of 0.02 eV raises the 300 K value by 35%, and that a finite barrier moves the solubility minimum from 761 K to about 640 K.

## Check in Python

```python
# Result under test: solubility of a monatomic ideal gas in a glass.
#   n = Ns*K*p/(1+K*p),  K = lam^3*q/(kB*T),  S = Ns*lam^3*q (dilute)
#   q = exp(Eb/kB T) / (2 sinh(h nu/2 kB T))^3,  lam = h/sqrt(2 pi m kB T)
# n: dissolved atoms per volume; Ns: sites per volume; p: gas pressure;
# nu: vibrational frequency; Eb: depth of well bottom below vacuum;
# m: atomic mass; S: dissolved density / gas density; theta = n/Ns.
# All calculations are in SI; engineering units are used for printing.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, i0e, i1e

h, hbar, kB, eV = sc.h, sc.hbar, sc.k, sc.e
# Helium atom: nucleus plus two electrons (electron binding negligible)
m = sc.physical_constants["alpha particle mass"][0] + 2 * sc.m_e

# Rough typical parameters for helium atoms in silica glass
Ns = 2.0e27
nu = 5.0e12
Eb = 0.10 * eV
p = 760 * sc.torr
temps = np.array([300.0, 600.0, 900.0])
# Rough parameters used only to size neglected effects
barrier = 0.25 * eV
spread = 0.02 * eV
diameter = 0.26e-9
D0 = 3.0e-8
thickness = 1.0e-3
omega = 2 * np.pi * nu


def lam(T):
    return h / np.sqrt(2 * np.pi * m * kB * T)


def qvib(T, freq=nu):
    return (2 * np.sinh(h * freq / (2 * kB * T))) ** -3


def qsite(T):
    return np.exp(Eb / (kB * T)) * qvib(T)


def henry(T):
    return lam(T) ** 3 * qsite(T) / (kB * T)


def ostwald(T):
    return Ns * lam(T) ** 3 * qsite(T)


def filling(T, pressure):
    y = henry(T) * pressure
    return y / (1 + y)


def eps(T):
    return h * nu / 2 / np.tanh(h * nu / (2 * kB * T))


def heat(T):
    return Eb + 2.5 * kB * T - 3 * eps(T)


# Free atom: explicit sum over states of a periodic box, one axis
box = 5e-9
j = np.arange(-1000, 1001)
for T in temps:
    total = np.exp(-(h * j / box) ** 2 / (2 * m * kB * T)).sum()
    assert abs(total * lam(T) / box - 1) < 1e-9

# Trapped atom: diagonalize one oscillator axis on a sinc grid
x = np.linspace(-0.30e-9, 0.30e-9, 151)
dx = x[1] - x[0]
d = np.arange(len(x))[:, None] - np.arange(len(x))[None, :]
safe = np.where(d == 0, 1, d)
kin = np.where(d == 0, np.pi**2 / 3, 2.0 * (1 - 2 * (d % 2)) / safe**2)
ham = hbar**2 / (2 * m * dx**2) * kin + np.diag(m * omega**2 * x**2 / 2)
levels = np.linalg.eigvalsh(ham / eV) * eV
for T in temps:
    total = np.exp(-levels / (kB * T)).sum() ** 3
    assert abs(total / qvib(T) - 1) < 1e-6

# Chemical potentials: site value from a free-energy difference
mu_gas = kB * temps * np.log(p * lam(temps) ** 3 / (kB * temps))


def ln_ways(M, N):
    return gammaln(M + 1) - gammaln(N + 1) - gammaln(M - N + 1)


for T, mu in zip(temps, mu_gas):
    M = 1e7
    N = M * filling(T, p)
    diff = ln_ways(M, N + 0.5) - ln_ways(M, N - 0.5)
    mu_site = -kB * T * (diff + np.log(qsite(T)))
    # finite number of occupied sites: error of order 1/(2N)
    assert abs(mu_site - mu) / (kB * T) < 3 / N + 1e-6

# Isotherm: canonical sum over all divisions between gas and sites
T = 300.0
M, N = 2000, 3000
volume = 1700 * qsite(T) * lam(T) ** 3
k = np.arange(M + 1)
logw = (ln_ways(M, k) + k * np.log(qsite(T))
        + (N - k) * np.log(volume / lam(T) ** 3) - gammaln(N - k + 1))
w = np.exp(logw - logw.max())
mean_k = (w * k).sum() / w.sum()
p_test = (N - mean_k) * kB * T / volume
theta_sum = mean_k / M
theta_formula = filling(T, p_test)
# finite-size error is of order 1/N
assert abs(theta_sum - theta_formula) < 1e-3

# Classical limit: S from spatial quadrature of the Boltzmann factor
S_class = []
for T in temps:
    c = m * omega**2 * 1e-18 / (2 * kB * T)
    v = quad(lambda r: 4 * np.pi * r**2 * np.exp(-c * r * r), 0, 0.6,
             epsabs=1e-14, epsrel=1e-10)[0] * 1e-27
    S_class.append(Ns * v * np.exp(Eb / (kB * T)))
    closed = Ns * (kB * T / (2 * np.pi * m * nu**2)) ** 1.5
    assert abs(closed * np.exp(Eb / (kB * T)) / S_class[-1] - 1) < 1e-7
S_class = np.array(S_class)
u = h * nu / (kB * 900.0)
# the next term of the quantum series is of order 0.01*u^4
assert abs(ostwald(900.0) / S_class[2] - (1 - u**2 / 8)) < 2e-4

# Heat released: numerical slope of ln K against 1/(kB T)
for T in temps:
    b = 1 / (kB * T)
    db = 1e-4 * b
    up, down = 1 / (kB * (b + db)), 1 / (kB * (b - db))
    slope = (np.log(henry(up)) - np.log(henry(down))) / (2 * db)
    assert abs(slope - heat(T)) / eV < 1e-6

# Minimum of S: root of its heat formula against direct minimization
T_min = brentq(lambda t: heat(t) - kB * t, 300, 1500)
found = minimize_scalar(lambda t: np.log(ostwald(t)),
                        bounds=(300, 1500), method="bounded")
assert found.success and abs(found.x - T_min) < 0.5
T_min_class = 2 * Eb / (3 * kB)

# Anharmonic site: cosine well with the same curvature and a barrier
period = np.sqrt(barrier / (2 * m)) / nu
G = 2 * np.pi / period
jj = np.arange(-40, 41)
off = -barrier / 4 * (np.eye(81, k=1) + np.eye(81, k=-1))
bands = []
for f in (np.arange(8) + 0.5) / 8 - 0.5:
    diag = hbar**2 * G**2 * (jj + f) ** 2 / (2 * m) + barrier / 2
    bands.append(np.linalg.eigvalsh((np.diag(diag) + off) / eV) * eV)
bands = np.array(bands)


def qcos(T):
    return np.exp(-bands / (kB * T)).sum(axis=1).mean() ** 3


z = barrier / (2 * kB * 900.0)
class_axis = period / lam(900.0) * i0e(z)
wigner = 1 - u**2 / 24 * i1e(z) / i0e(z)
assert abs(qcos(900.0) ** (1 / 3) / (class_axis * wigner) - 1) < 2e-4
anh = np.array([qcos(T) / qvib(T) for T in temps])
cosmin = minimize_scalar(
    lambda t: Eb / (kB * t) + np.log(lam(t) ** 3 * qcos(t)),
    bounds=(300, 1500), method="bounded")
assert cosmin.success and 310 < cosmin.x < 1490

# Disorder: average the full isotherm over Gaussian site energies
g, wt = np.polynomial.hermite_e.hermegauss(60)
wt = wt / wt.sum()
disorder = np.exp(spread**2 / (2 * (kB * temps) ** 2))
for T, factor in zip(temps, disorder):
    y = henry(T) * p * np.exp(g * spread / (kB * T))
    avg = (wt * y / (1 + y)).sum() / filling(T, p)
    # the isotherm keeps a slight saturation, the factor does not
    assert abs(avg / factor - 1) < 2e-3

# Other neglected effects
aniso = np.array([np.prod([qvib(T, nu * r) ** (1 / 3)
                           for r in (0.7, 1.0, 1 / 0.7)]) / qvib(T)
                  for T in temps])
n_gas = p / (kB * temps)
theta = filling(temps, p)
n_dis = Ns * theta
virial = 2 * np.pi / 3 * diameter**3 * n_gas
D = D0 * np.exp(-barrier / (kB * temps))
time_h = thickness**2 / D / 3600
rms = np.sqrt(eps(temps) / (m * omega**2))
assert np.all(n_gas * lam(temps) ** 3 < 1e-3)


def row(label, values, fmt=".4g"):
    print(label + ": " + ", ".join(format(v, fmt) for v in values))


print("Helium atoms in silica glass, rough typical parameters")
print(f"atomic mass: {m:.5e} kg")
print(f"site density Ns: {Ns*1e-6:.2e} cm^-3")
print(f"frequency nu: {nu*1e-12:.2f} THz")
print(f"quantum h nu: {h*nu/eV:.5f} eV")
print(f"well depth Eb: {Eb/eV:.3f} eV")
print(f"depth from lowest level E0: {(Eb-1.5*h*nu)/eV:.5f} eV")
print(f"pressure: {p/sc.torr:.0f} Torr")
print("Rows below list values at the three temperatures in order")
row("temperature (K)", temps, ".0f")
row("kB T (eV)", kB * temps / eV, ".5f")
row("thermal wavelength (nm)", lam(temps) * 1e9, ".5f")
row("vibrational factor (1)", qvib(temps))
row("binding factor exp(Eb/kB T) (1)", np.exp(Eb / (kB * temps)))
row("site partition function q (1)", qsite(temps))
row("chemical potential (eV)", mu_gas / eV, ".4f")
row("gas density (cm^-3)", n_gas * 1e-6, ".4e")
row("density ratio S (1)", ostwald(temps), ".5f")
row("classical S (1)", S_class, ".5f")
row("dissolved density n (cm^-3)", n_dis * 1e-6, ".4e")
row("site filling theta (1)", theta, ".3e")
row("K (1/Torr)", henry(temps) * sc.torr, ".4e")
row("heat released, fixed pressure (eV)", heat(temps) / eV, ".5f")
row("error factor if Eb is used as E0 (1)",
    np.exp(1.5 * h * nu / (kB * temps)), ".3f")
print(f"temperature of minimum S: {T_min:.1f} K")
print(f"classical temperature of minimum S: {T_min_class:.1f} K")
print(f"minimum value of S: {ostwald(T_min):.5f} (1)")
print("Canonical-sum test at 300 K, 2000 sites and 3000 atoms")
print(f"filling from sum: {theta_sum:.5f} (1)")
print(f"filling from isotherm: {theta_formula:.5f} (1)")
print("Neglected effects, same three temperatures")
print(f"site-energy spread (rough): {spread/eV:.3f} eV")
row("disorder factor on S (1)", disorder, ".3f")
print(f"barrier between sites (rough): {barrier/eV:.3f} eV")
print(f"cosine-well period: {period*1e9:.3f} nm")
print(f"mean site spacing Ns^(-1/3): {Ns**(-1/3)*1e9:.3f} nm")
row("rms displacement per axis (nm)", rms * 1e9, ".4f")
row("anharmonic factor on S (1)", anh, ".3f")
print(f"minimum of S with cosine well: {cosmin.x:.0f} K")
row("factor, frequencies 0.7, 1, 1/0.7 nu (1)", aniso, ".4f")
row("factor for 0.01 eV more binding (1)",
    np.exp(0.01 * eV / (kB * temps)), ".3f")
print(f"hard-sphere diameter (rough): {diameter*1e9:.2f} nm")
row("gas nonideality B p/(kB T) (1)", virial, ".2e")
row("gas degeneracy n lambda^3 (1)", n_gas * lam(temps) ** 3, ".2e")
row("mean occupied among 6 neighbours (1)", 6 * theta, ".2e")
print(f"diffusion prefactor (rough): {D0*1e4:.1e} cm^2/s")
print(f"glass thickness: {thickness*1e3:.1f} mm")
row("diffusion coefficient (cm^2/s)", D * 1e4, ".2e")
row("diffusion time thickness^2/D (h)", time_h, ".3g")
print("OK")
```

Output:

```
Helium atoms in silica glass, rough typical parameters
atomic mass: 6.64648e-27 kg
site density Ns: 2.00e+21 cm^-3
frequency nu: 5.00 THz
quantum h nu: 0.02068 eV
well depth Eb: 0.100 eV
depth from lowest level E0: 0.06898 eV
pressure: 760 Torr
Rows below list values at the three temperatures in order
temperature (K): 300, 600, 900
kB T (eV): 0.02585, 0.05170, 0.07756
thermal wavelength (nm): 0.05038, 0.03562, 0.02909
vibrational factor (1): 1.805, 15.32, 52.29
binding factor exp(Eb/kB T) (1): 47.85, 6.918, 3.631
site partition function q (1): 86.36, 106, 189.9
chemical potential (eV): -0.3277, -0.7449, -1.1960
gas density (cm^-3): 2.4463e+19, 1.2232e+19, 8.1544e+18
density ratio S (1): 0.02209, 0.00959, 0.00934
classical S (1): 0.02392, 0.00978, 0.00943
dissolved density n (cm^-3): 5.4018e+17, 1.1724e+17, 7.6198e+16
site filling theta (1): 2.701e-04, 5.862e-05, 3.810e-05
K (1/Torr): 3.5548e-07, 7.7134e-08, 5.0132e-08
heat released, fixed pressure (eV): 0.08298, 0.07209, 0.05985
error factor if Eb is used as E0 (1): 3.319, 1.822, 1.492
temperature of minimum S: 761.0 K
classical temperature of minimum S: 773.6 K
minimum value of S: 0.00916 (1)
Canonical-sum test at 300 K, 2000 sites and 3000 atoms
filling from sum: 0.53240 (1)
filling from isotherm: 0.53235 (1)
Neglected effects, same three temperatures
site-energy spread (rough): 0.020 eV
disorder factor on S (1): 1.349, 1.078, 1.034
barrier between sites (rough): 0.250 eV
cosine-well period: 0.347 nm
mean site spacing Ns^(-1/3): 0.794 nm
rms displacement per axis (nm): 0.0258, 0.0358, 0.0437
anharmonic factor on S (1): 1.102, 1.243, 1.407
minimum of S with cosine well: 638 K
factor, frequencies 0.7, 1, 1/0.7 nu (1): 0.9863, 0.9965, 0.9984
factor for 0.01 eV more binding (1): 1.472, 1.213, 1.138
hard-sphere diameter (rough): 0.26 nm
gas nonideality B p/(kB T) (1): 9.01e-04, 4.50e-04, 3.00e-04
gas degeneracy n lambda^3 (1): 3.13e-06, 5.53e-07, 2.01e-07
mean occupied among 6 neighbours (1): 1.62e-03, 3.52e-04, 2.29e-04
diffusion prefactor (rough): 3.0e-04 cm^2/s
glass thickness: 1.0 mm
diffusion coefficient (cm^2/s): 1.89e-08, 2.38e-06, 1.19e-05
diffusion time thickness^2/D (h): 147, 1.17, 0.233
OK
```
